# When Surface Tension Wraps a Thin Silicon Sheet Around a Post, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy criterion

### What goes wrong without the threshold

A thin silicon sheet has been released from its substrate and rinsed in water. A cylindrical post stands beside it, and some water lies between the two. Will the water bend the sheet around the post?

The capillary pressure in the gap does not answer the question. It depends on the width of the gap, whereas the resistance to bending depends on the radius to which the sheet must be bent. Dimensional reasoning does better. A plate stiffness $B$, which is an energy, and a surface tension $\gamma$, which is an energy per area, form one length,

$$
L_{EC}=\sqrt{\frac{B}{\gamma}},
$$

called the elastocapillary length. For a silicon sheet 50 nm thick in water it is about 5.0 µm. Someone who took this length itself as the threshold would judge a bending radius of 4 µm to be safe. The calculation below puts the threshold at about 2.6 µm, so the sheet would wrap. The missing factor comes from the bending energy and from the number of surfaces that the liquid wets, and it has to be derived.

### Geometry and conventions

The sheet has thickness $h$ and is flat when no forces act on it. It bends around a rigid cylinder, and its mid-plane then has radius $R$. A gap of uniform width $g$, filled with liquid, separates the inner face of the sheet from the post. Small spacers, such as surface asperities, hold the gap open. They can push the sheet away from the post, but they do not adhere to it.

The coordinate $x$ runs along the bent direction, $y$ along the axis of the cylinder, and $z$ through the thickness, with $z=0$ at the mid-plane and $z>0$ on the outer side. Energies are counted per unit width along $y$, or per unit area where this is stated. The following assumptions hold until they are relaxed:

- $g$ and $h$ are much smaller than $R$.
- The sheet is wide along $y$, and its strains are small.
- Both walls are dry before the liquid reaches them, and both have the same contact angle $\theta<90^\circ$.
- The part of the sheet beyond the liquid is long and free of applied forces and torques.
- The contact line is not pinned, and weight and direct attraction between the solids are negligible.

### The energy of bending

Consider a piece of the bent sheet that subtends a small angle $d\phi$. Its mid-plane has length $R\,d\phi$, which is also its length before bending, because the mid-plane is not stretched. A layer at height $z$ has length $(R+z)\,d\phi$. The strain of that layer is therefore

$$
\varepsilon_{xx}=\frac{(R+z)\,d\phi-R\,d\phi}{R\,d\phi}=\frac{z}{R}.
$$

Outer layers are stretched and inner layers are compressed.

A stretched layer would like to contract along $y$, and a compressed one would like to expand. In a wide sheet these opposite tendencies could be satisfied only by a second curvature about the $x$ direction, which the cylindrical shape does not allow. Hence $\varepsilon_{yy}=0$. The large faces are nearly free of load compared with the stresses inside the sheet, so $\sigma_{zz}=0$.

Let $E$ be Young's modulus and $\nu$ Poisson's ratio in the plane of the sheet. Hooke's law gives

$$
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E},\qquad
\varepsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}=0 .
$$

The second equation yields $\sigma_{yy}=\nu\sigma_{xx}$. Inserting this in the first gives

$$
\varepsilon_{xx}=\frac{(1-\nu^2)\,\sigma_{xx}}{E},
\qquad\text{so}\qquad
\sigma_{xx}=E'\varepsilon_{xx},\qquad E'=\frac{E}{1-\nu^2}.
$$

Preventing the sideways strain makes the sheet slightly stiffer than a narrow strip.

These two equations also serve for silicon, which is elastically anisotropic, when a sheet in the (001) plane bends along $\langle110\rangle$. The directions $x$ and $y$ are then both of type $\langle110\rangle$. A quarter turn about $z$ exchanges them, so they share the same $E$ and $\nu$, and mirror symmetry excludes a shear strain in response to $\sigma_{xx}$ or $\sigma_{yy}$.

The elastic energy per volume is $\tfrac12\sigma_{xx}\varepsilon_{xx}$. The stress $\sigma_{yy}$ does no work because $\varepsilon_{yy}=0$, and the strain $\varepsilon_{zz}$ does none because $\sigma_{zz}=0$. Integration through the thickness gives the energy per area of sheet:

$$
\int_{-h/2}^{h/2}\frac{E'}{2}\frac{z^2}{R^2}\,dz
=\frac{E'}{2R^2}\left[\frac{z^3}{3}\right]_{-h/2}^{h/2}
=\frac{E'}{2R^2}\,\frac{h^3}{12}.
$$

With the plate stiffness

$$
B=\frac{E'h^3}{12}=\frac{Eh^3}{12(1-\nu^2)},
$$

the bending energy per area is

$$
e_b=\frac{B}{2R^2}.
$$

One factor of $h$ counts the amount of material. The other two arise because the strain grows in proportion to the distance from the mid-plane.

### The energy gained by filling the gap

Let $\gamma_{SV}$ and $\gamma_{SL}$ be the energies per area of a solid face in contact with vapour and with liquid. Young's equation relates them to the contact angle, which is measured through the liquid:

$$
\gamma_{SV}=\gamma_{SL}+\gamma\cos\theta .
$$

When liquid fills a unit area of the gap, two dry faces become wet, one on the sheet and one on the post. The surface energy changes by

$$
2(\gamma_{SL}-\gamma_{SV})=-2\gamma\cos\theta .
$$

The outer face of the sheet stays dry and contributes nothing. The liquid–vapour surface at the edge of the filled region moves along with that edge, and its area does not change.

The liquid must come from somewhere. Suppose that the supply is at a pressure $\Pi$ below ambient. If a body of liquid has an excess pressure $\Delta p$ over its surroundings, adding a volume $dV$ to it costs $\Delta p\,dV$, and removing $dV$ releases that energy. Here $\Delta p=-\Pi$, so removing $dV$ costs $\Pi\,dV$. A unit area of gap holds the volume $g$. The net gain per area is therefore

$$
w=2\gamma\cos\theta-\Pi g .
$$

A large puddle has $\Pi\approx0$. A supply with a concave surface has $\Pi>0$ and holds its liquid back. A convex drop has $\Pi<0$ and helps to fill the gap.

If the two walls have different contact angles $\theta_1$ and $\theta_2$, the same count gives $\gamma(\cos\theta_1+\cos\theta_2)$ in place of $2\gamma\cos\theta$. There is also a case that matters after a rinse, in which both walls already carry liquid films. When the films merge, two liquid–vapour surfaces disappear and the gain is $2\gamma$. This equals the result for dry walls with $\theta=0$, provided that the films are thick enough for each surface to have the ordinary tension $\gamma$.

### Moving the front

The sheet now consists of three parts: a wrapped part with curvature $1/R$, a short front region in which it leaves the post, and a free tail. No torque acts on the tail. Its bending moment is zero, so its curvature is zero and it is straight.

Let the wrapped length grow by $ds$. Because the post is a circular cylinder, the front region can turn about the axis without changing its shape, and its energy stays the same. The tail becomes shorter by $ds$. That piece had no bending energy, and its inner face was dry. After the step it is bent to radius $R$, and the gap beneath it is full. The free energy $F$ per unit width changes by

$$
dF=\left(\frac{B}{2R^2}-2\gamma\cos\theta+\Pi g\right)ds .
$$

Wrapping lowers the free energy when the bracket is negative:

$$
\boxed{\;\frac{B}{2R^2}<2\gamma\cos\theta-\Pi g\;}
$$

The same bracket gives the difference in free energy, per unit wrapped length, between a long wrapped state and a flat one. The front adds a fixed amount that does not grow with length. The criterion therefore says which state is favoured when the wrapped length is much greater than the front. Since one turn around the post is only $2\pi R$ long, the front must be small compared with the post. How fast the liquid moves is a separate question.

When $\Pi g$ is negligible beside $2\gamma\cos\theta$, the condition becomes

$$
R^2>\frac{B}{4\gamma\cos\theta}.
$$

Taking the positive root gives the threshold radius

$$
\boxed{\;R_c=\frac{1}{2}\sqrt{\frac{B}{\gamma\cos\theta}}
=\frac{L_{EC}}{2\sqrt{\cos\theta}}\;}
$$

One factor of 2 under the root comes from the $\tfrac12$ in the bending energy, and the other from the two wetted walls. Together they make 4, whose square root puts the threshold at half the elastocapillary length for complete wetting.

This simple form is a limit with two sides. The meniscus at a short front has a width of about $2\gamma\cos\theta/\Pi$. Neglecting $\Pi g$ requires this width to be much greater than $g$, and a short front requires it to be much smaller than $R$. A supply with almost no suction can flood the wedge until it is as large as the post, and the picture of a short front then fails.

### What the threshold says

The sheet wraps around posts that make $R$ larger than $R_c$, and not around thinner ones. The direction of the inequality follows from the two energies per area: the surface gain does not depend on $R$, while the bending cost falls as $1/R^2$.

At fixed $\Pi$ the free energy is linear in the wrapped length. In this model there is consequently no preferred partial wrap. Above the threshold the front advances until the sheet, the post or the liquid runs out, and below it the front retreats. At the threshold every wrapped length has the same energy.

As $\theta$ approaches $90^\circ$ from below, $\cos\theta$ goes to zero and $R_c$ grows without limit. At $\theta\geq90^\circ$, with $\Pi\geq0$, filling the gap gains nothing, and no radius satisfies the criterion.

Since $B\propto h^3$, the threshold radius grows as $h^{3/2}$ at fixed material, liquid and contact angle. Doubling the thickness multiplies $R_c$ by $2^{3/2}\approx2.8$. The criterion can also be solved for the greatest thickness that wraps at a given $R$. Setting $B=4\gamma\cos\theta\,R^2$ and inserting $B=E'h^3/12$ gives

$$
h_{\max}^3=\frac{48\,\gamma\cos\theta\,R^2}{E'}
=\frac{48\,\gamma\cos\theta\,R^2(1-\nu^2)}{E}.
$$

The largest strain in the sheet, at its two faces, is $h/(2R)$. At the threshold it equals

$$
\frac{h}{2R_c}=\frac{h\sqrt{\cos\theta}}{L_{EC}}\propto h^{-1/2}.
$$

A thinner sheet wraps around a thinner post, and at its own threshold it is strained more. The small-strain theory therefore fails at the threshold if the sheet is made thin enough.

### The first correction for gap and thickness

The derivation used one radius for every surface. The correction is easily found for $\Pi=0$. The inner face of the sheet has radius $R-h/2$, and the post has radius

$$
a=R-\frac h2-g .
$$

For an angle $d\phi$, the bending energy per width is $[B/(2R^2)]R\,d\phi=[B/(2R)]\,d\phi$. The wetted lengths are $a\,d\phi$ on the post and $(a+g)\,d\phi$ on the sheet. Their sum is

$$
(2a+g)\,d\phi=(2R-h-g)\,d\phi .
$$

Equating cost and gain at the threshold gives

$$
\frac{B}{2R}=\gamma\cos\theta\,(2R-h-g).
$$

Multiply by $R/(2\gamma\cos\theta)$ and use $R_c^2=B/(4\gamma\cos\theta)$:

$$
R_c^2=R^2-\frac{(h+g)R}{2}.
$$

Now write $R=R_c+\delta$ with $\delta\ll R_c$. To first order, $R^2=R_c^2+2R_c\delta$, and $R$ may be replaced by $R_c$ in the small last term. This leaves $2R_c\delta=(h+g)R_c/2$, or

$$
\delta=\frac{h+g}{4}.
$$

The threshold rises slightly because the wetted faces lie inside the mid-plane and are shorter than it. The part $h/4$ assumes that $\gamma_{SV}$ and $\gamma_{SL}$ do not change when the face of the sheet is strained. For a real solid they may change, and this part would then be different.

## Second half: forces at the front, drying and a silicon example

### Symbols and results carried over

The sheet has thickness $h$, plane-strain modulus $E'=E/(1-\nu^2)$ and plate stiffness $B=E'h^3/12$. Its mid-plane is bent to radius $R$ around a post, with a gap $g$ that spacers hold open. The liquid has surface tension $\gamma$, contact angle $\theta$ on both walls and a pressure $\Pi$ below ambient. The elastocapillary length is $L_{EC}=\sqrt{B/\gamma}$. Wrapping lowers the free energy when

$$
\frac{B}{2R^2}<2\gamma\cos\theta-\Pi g ,
$$

and for negligible $\Pi g$ the threshold is $R_c=L_{EC}/(2\sqrt{\cos\theta})$.

This result came from counting energies, without asking which forces bend the sheet. A balance of forces provides an independent derivation.

### The sheet as a beam near the front

Place the origin where the sheet lifts off the spacers, and let $x$ increase towards the free tail. The liquid ends at a meniscus at $x=m$. For $m\ll R$ the post falls away from its tangent by $x^2/(2R)$. If $v(x)$ is the height of the sheet measured from the same tangent direction, the gap exceeds $g$ by

$$
u(x)=v(x)+\frac{x^2}{2R},\qquad u''=v''+\frac1R .
$$

On the wrapped side $u=0$ and $v''=-1/R$. In the straight tail $v''=0$ and $u''=1/R$.

For small slopes, a plate under an upward force $q$ per area obeys $Bv''''=q$. Ambient pressure acts on the outer face, and the lower pressure of the liquid acts on the inner face. The net force points towards the post, so $q=-\Pi$. Since $u''''=v''''$,

$$
Bu''''=-\Pi\qquad(0<x<m).
$$

At lift-off the sheet leaves the wrapped shape continuously, so $u(0)=0$ and $u'(0)=0$. The spacers exert no torque, so the bending moment is also continuous and $u''(0)=0$. They may exert a concentrated push, and for this reason $u'''$ is allowed to jump.

At the meniscus the torque-free tail requires $u''(m)=1/R$. The liquid surface pulls on the sheet there, and the component of this pull normal to the sheet is $\gamma\sin\theta$, directed towards the post. A concentrated upward force changes $Bv'''$ by its own value as $x$ increases through it. The force here is $-\gamma\sin\theta$, and $v'''=0$ in the tail. Just inside the liquid, therefore,

$$
Bu'''(m)=\gamma\sin\theta .
$$

The tangential forces put the wetted part of the sheet under an axial compression of order $\gamma$: it is $\gamma\cos\theta$ at the meniscus and grows to $\gamma\cos\theta+B/(2R^2)$ at lift-off. Their effect relative to bending is of order $\gamma m^2/B=(m/L_{EC})^2$, and it is neglected.

One relation remains, the pressure of the meniscus. At $x=m$ the walls are a distance $H=g+u(m)$ apart and open at the small angle $\alpha=u'(m)$. Each wall makes an angle $\alpha/2$ with the line midway between them, so the liquid surface meets each wall at an angle $\theta+\alpha/2$ to that line. For a circular arc of radius $r$ this means $H=2r\cos(\theta+\alpha/2)$. The pressure drop across the arc is $\gamma/r$, hence

$$
\Pi H=2\gamma\cos\!\left(\theta+\frac{\alpha}{2}\right).
$$

Counting energies has given the criterion for wrapping and the threshold radius, and the beam equation, its boundary conditions and the meniscus relation now describe the forces at the front. It remains to solve these equations and compare the result with the energy criterion, and then to treat drying and a silicon example.
